\section*{The ratio τ_W/τ as a local mixing function for exact exchange}

\section{What goes wrong with a constant fraction}

A hydrogen atom has one electron, and an electron does not repel itself. The Hartree energy nevertheless assigns it a self-repulsion of $0.3125$ hartree, which exchange must cancel. The local density approximation (LDA) for exchange, evaluated for each spin channel separately, supplies $-0.2680$ hartree, so that
\begin{equation}
0.3125-0.2680=0.0445\ \text{hartree}=1.21\ \text{eV}
\end{equation}
is left over. A global hybrid, which replaces a constant fraction $a$ of LDA exchange by exact exchange, leaves $(1-a)$ times this error. Removing all of it requires $a=1$, and then semilocal exchange is gone everywhere, including regions that resemble the uniform gas on which it was built.

A local hybrid lets the fraction depend on position. We ask for a function that lies between zero and one, recognizes regions where one orbital is alone, and switches exact exchange off in the uniform gas. The ratio of the von Weizs\"acker kinetic energy density to the orbital kinetic energy density has these properties. It can therefore be chosen as the local mixing function. The properties justify the choice but do not force it: the square of the ratio has them too.

\section{Definitions and statement}

Hartree atomic units are used. Take the orbitals $\varphi_i$ of one spin channel, with occupations $0\le f_i\le 1$, and define
\begin{align}
n&=\sum_i f_i|\varphi_i|^2, & \tau&=\frac12\sum_i f_i|\nabla\varphi_i|^2,\\
\tau_W&=\frac{|\nabla n|^2}{8n}, & t&=\frac{\tau_W}{\tau}.
\end{align}
The spin index is suppressed until it matters. Where $t$ has the form $0/0$, it is defined by its limit from neighbouring points, if that limit exists. The factor $\frac12$ in $\tau$ matters: a definition of $\tau$ without it would halve the ratio.

The statement has three parts.
\begin{enumerate}
\item $0\le t\le 1$ for any set of orbitals.
\item $t=1$ in a region where a single orbital of constant phase supplies both $n$ and $\tau$.
\item $t=0$ in the uniform electron gas.
\end{enumerate}

\section{An identity for the difference}

The bound follows from an explicit expression for $\tau-\tau_W$. Let $\partial$ be the derivative along one Cartesian direction, and let
\begin{equation}
A=\sum_i f_i\varphi_i^*\partial\varphi_i .
\end{equation}
Differentiating the density gives
\begin{equation}
\partial n=\sum_i f_i(\varphi_i^*\partial\varphi_i+\varphi_i\partial\varphi_i^*)=2\,\mathrm{Re}\,A .
\end{equation}
The imaginary part of $A$ is the same component of the paramagnetic current density, $j=\mathrm{Im}\sum_i f_i\varphi_i^*\partial\varphi_i$. Hence
\begin{equation}
A=\tfrac12\partial n+ij,\qquad |A|^2=\tfrac14(\partial n)^2+j^2. \label{eq:A}
\end{equation}

Now expand a sum over pairs that cannot be negative:
\begin{align}
D&=\sum_{ij}f_if_j\,|\varphi_i\partial\varphi_j-\varphi_j\partial\varphi_i|^2\notag\\
&=\sum_{ij}f_if_j\left[|\varphi_i|^2|\partial\varphi_j|^2+|\varphi_j|^2|\partial\varphi_i|^2\right]\notag\\
&\quad-2\,\mathrm{Re}\sum_{ij}f_if_j\,(\varphi_i\partial\varphi_j)(\varphi_j\partial\varphi_i)^* .
\end{align}
The two terms in the bracket contribute equally, $n\sum_i f_i|\partial\varphi_i|^2$ each. In the last sum the factors can be regrouped by orbital,
\begin{equation}
(\varphi_i\partial\varphi_j)(\varphi_j\partial\varphi_i)^*=(\varphi_i\partial\varphi_i^*)(\varphi_j^*\partial\varphi_j),
\end{equation}
so the double sum factorizes into $A^*A$. Therefore
\begin{equation}
D=2n\sum_i f_i|\partial\varphi_i|^2-2|A|^2 .
\end{equation}
Add the three Cartesian directions. Since $\sum_i f_i|\nabla\varphi_i|^2=2\tau$, equation \eqref{eq:A} gives
\begin{equation}
\sum_{ij}f_if_j|\varphi_i\nabla\varphi_j-\varphi_j\nabla\varphi_i|^2
=4n\tau-\tfrac12|\nabla n|^2-2|\mathbf j|^2 .
\end{equation}
Division by $4n$, where $n>0$, yields
\begin{equation}
\tau-\tau_W=\frac{|\mathbf j|^2}{2n}
+\frac{1}{4n}\sum_{ij}f_if_j|\varphi_i\nabla\varphi_j-\varphi_j\nabla\varphi_i|^2 .
\label{eq:identity}
\end{equation}
Neither orthogonality nor normalization was used, nor any equation obeyed by the orbitals. The numerical check tests \eqref{eq:identity} on random complex orbitals with fractional occupations.

Both terms on the right are non-negative, so $\tau_W\le\tau$. Also $\tau_W\ge0$ by its definition. Where $\tau>0$, division by $\tau$ gives $0\le t\le1$, and limits of such values obey the same bounds.

\section{When the ratio is one}

Equation \eqref{eq:identity} also tells when the upper bound is reached. At a point with $n>0$ and $\tau>0$, $t=1$ if and only if $\mathbf j=0$ and $\varphi_i\nabla\varphi_j=\varphi_j\nabla\varphi_i$ for every occupied pair. Some occupied orbital $\varphi_k$ is nonzero there. With $\mathbf g=\nabla\varphi_k/\varphi_k$, the pair condition reads $\nabla\varphi_j=\mathbf g\,\varphi_j$ for all $j$: the occupied orbitals share one logarithmic gradient. The current is then $n\,\mathrm{Im}\,\mathbf g$, so $\mathbf g$ must be real.

\subsection{A single orbital}

Write a single orbital as $\varphi=u\,e^{i\theta}$ with $u$ and $\theta$ real. Then $n=fu^2$, $\nabla n=2fu\nabla u$, and
\begin{align}
\tau_W&=\frac{4f^2u^2|\nabla u|^2}{8fu^2}=\tfrac12 f|\nabla u|^2,\\
\tau&=\tfrac12 f\left(|\nabla u|^2+u^2|\nabla\theta|^2\right).
\end{align}
If $\theta$ is constant the two agree and $t=1$. This includes nodes of $u$ and points where $\nabla u=0$, by the limit.

If the phase varies, $t<1$ even though there is only one orbital. The hydrogen orbital $2p_{+1}\propto(x+iy)e^{-r/2}$ shows the size of the effect. In the plane $z=0$, at distance $\rho$ from the nucleus, $|\nabla u|/u=|1/\rho-1/2|$ and $|\nabla\theta|=1/\rho$. At $\rho=4$ bohr both equal $1/4$, hence $t=1/2$. The remedy is contained in \eqref{eq:identity}. Replacing $\tau$ by $\tau-|\mathbf j|^2/(2n)$ keeps the upper bound and restores the value one for a single orbital; the program finds $1.0000$ at this point. From here on the orbitals are real unless stated otherwise.

\subsection{How one is approached in a tail}

When a spin channel holds several orbitals, none is strictly alone over a region, but one can dominate. As a model take two occupied orbitals with $f=1$, $\varphi_1=e^{-\kappa_1r}$ and $\varphi_2=e^{-\kappa_2r}$, where $\kappa_1<\kappa_2$. The pair sum in \eqref{eq:identity} contains $(1,2)$ and $(2,1)$, which gives
\begin{equation}
\tau-\tau_W=\frac{(\kappa_2-\kappa_1)^2\varphi_1^2\varphi_2^2}{2n}.
\end{equation}
Far out, $n\approx\varphi_1^2$ and $\tau\approx\frac12\kappa_1^2\varphi_1^2$, so to leading order
\begin{equation}
1-t\approx\left(\frac{\kappa_2-\kappa_1}{\kappa_1}\right)^2e^{-2(\kappa_2-\kappa_1)r}. \label{eq:tail}
\end{equation}
For $\kappa_1=1$ and $\kappa_2=2$ bohr$^{-1}$ at $r=5$ bohr this is $e^{-10}=4.540\times10^{-5}$, against the directly computed $4.538\times10^{-5}$.

\subsection{A filled p shell is not one orbital}

Three orbitals $\varphi_a=x_a\,g(r)$ with $g=R/r$ share one radial function $R$, yet their directions differ. Their density is $n=r^2g^2=R^2$. Their gradients are $\partial_b\varphi_a=\delta_{ab}\,g+x_ax_b\,g'/r$, and the sum of squares is
\begin{equation}
\sum_{ab}(\partial_b\varphi_a)^2=3g^2+2rgg'+r^2g'^2=R'^2+\frac{2R^2}{r^2},
\end{equation}
because $R'=g+rg'$. Half of this is $\tau$, while $\tau_W=(2RR')^2/(8R^2)=\frac12R'^2$. Thus
\begin{equation}
t=\frac{(R'/R)^2}{(R'/R)^2+2/r^2}. \label{eq:pshell}
\end{equation}
If $R'/R\to-\kappa$ at large $r$, then $1-t\approx2/(\kappa r)^2$. This is an algebraic approach, much slower than \eqref{eq:tail}. For $R=re^{-r}$ at $r=10$ bohr, $R'/R=0.1-1=-0.9$ and $t=0.81/0.83=0.976$.

\subsection{One does not imply one orbital}

Near a nucleus of charge $Z$, the hydrogenic $s$ orbitals behave as $\varphi_i(0)(1-Zr)$. They share the logarithmic slope $-Z$, so $t\to1$ at the nucleus however many $s$ orbitals are occupied, provided no $p$ orbital is. An orbital of angular momentum $l$ starts as $r^l$, so a $p$ orbital adds to $\tau$ at the nucleus without adding to $n$, while for $l\ge2$ both the orbital and its gradient vanish there. For $1s$ and $2s$ with $Z=4$, at $r=0.01$ bohr, the $2s$ orbital holds $11\%$ of the density and yet $1-t=1.0\times10^{-5}$. The ratio detects a common logarithmic gradient, which a single real orbital has but other situations can have as well.

\section{When the ratio is zero}

In the uniform gas the orbitals are plane waves filled up to the Fermi wavenumber $k_F$. The density is constant, so $\tau_W=0$. The kinetic energy density of one spin channel is
\begin{equation}
\tau=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}
=\frac{1}{2\pi^2}\cdot\frac{k_F^5}{10}=\frac{3}{10}k_F^2n,\qquad n=\frac{k_F^3}{6\pi^2}.
\end{equation}
It is positive, hence $t=0$. The current vanishes because $\mathbf k$ and $-\mathbf k$ are both occupied, so in \eqref{eq:identity} all of $\tau$ comes from pairs of orbitals with different logarithmic gradients.

When the density varies but $\tau$ stays close to its local uniform value, the numerator is measured by the reduced gradient $s=|\nabla n|/(2k_Fn)$, with $k_F$ the local Fermi wavenumber:
\begin{equation}
t\approx\frac{|\nabla n|^2}{8n}\cdot\frac{10}{3k_F^2n}
=\frac{10}{24}\cdot\frac{4k_F^2n^2s^2}{k_F^2n^2}=\frac{5s^2}{3}. \label{eq:slow}
\end{equation}
Exact exchange is therefore switched on quadratically in the gradient. The check solves a gas with Fermi level $\frac12$ hartree in the potential $V\cos qx$, $q=0.6$ bohr$^{-1}$. At a quarter period, $V=0.02$ hartree gives $s=0.01745$ and $t=5.074\times10^{-4}$, where \eqref{eq:slow} gives $5.076\times10^{-4}$. Doubling $V$ multiplies $t$ by four, to $2.029\times10^{-3}$. This point favours the agreement: reflection about it turns $V$ into $-V$, so $n$ and $\tau$ there are even in $V$, and $\tau$ departs from its local uniform value only at second order. Elsewhere the departure is of first order: at $1/16$ and $7/16$ of the period \eqref{eq:slow} is off by about $1\%$ for $V=0.02$ hartree and by about $2\%$ for $V=0.04$ hartree.

The converse fails here too. At the midpoint of N$_2$ symmetry makes $\nabla n=0$, so $t=0$. The gas there is not uniform: in Hartree--Fock with the def2-SVP basis and a bond length of 2.1 bohr, $\tau$ is only $0.385$ of the uniform-gas value at the same density. The third digit depends on the basis: def2-TZVP gives $0.377$ and def2-QZVP gives $0.380$. Where $n$ and $\tau$ are positive, a vanishing $t$ signals a vanishing density gradient, nothing more.

\section{Spin}

The identity is algebraic, so the bounds also hold if $n$ and $\tau$ are summed over both spins. The two versions coincide in a closed shell: with $n_\sigma=n/2$ and $\tau_\sigma=\tau/2$,
\begin{equation}
\tau_{W\sigma}=\frac{|\nabla n/2|^2}{8(n/2)}=\frac{\tau_W}{2},\qquad
\frac{\tau_{W\sigma}}{\tau_\sigma}=\frac{\tau_W}{\tau}.
\end{equation}
In open shells they can disagree completely. Place a spin-up electron on one hydrogen atom and a spin-down electron on another, 6 bohr away. At the midpoint the total density has no gradient while $\tau>0$, so the total ratio is 0. Each spin channel contains one real orbital, so each spin-resolved ratio $t_\sigma$ is 1. Exchange acts within a spin channel, and $t_\sigma$ is used below.

\section{The local hybrid}

For real, fully occupied orbitals the conventional exact-exchange energy density of spin $\sigma$ is
\begin{equation}
e_{x\sigma}^{\rm ex}(\mathbf r)=-\frac12\sum_{ij}\varphi_i(\mathbf r)\varphi_j(\mathbf r)
\int\frac{\varphi_i(\mathbf r')\varphi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\end{equation}
with $i$ and $j$ running over that spin. The local hybrid built on LDA exchange is
\begin{equation}
E_x=\sum_\sigma\int\left[t_\sigma e_{x\sigma}^{\rm ex}+(1-t_\sigma)e_{x\sigma}^{\rm LDA}\right]d^3r . \label{eq:lh}
\end{equation}
An energy density may be changed by any function that integrates to zero without changing its integral. A constant fraction would not notice such a change; the weight $t_\sigma(\mathbf r)$ does. Equation \eqref{eq:lh} is thus defined only together with the stated form of $e_{x\sigma}^{\rm ex}$.

\subsection{What the value one achieves}

Where all orbitals of spin $\sigma$ except $\varphi_1$ vanish, only $i=j=1$ survives:
\begin{equation}
e_{x\sigma}^{\rm ex}(\mathbf r)=-\frac12|\varphi_1(\mathbf r)|^2\int\frac{|\varphi_1(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
This is minus the Hartree energy density of $\varphi_1$ with itself. Since $t_\sigma=1$ there, the local hybrid uses all of it and the self-repulsion cancels point by point. For a one-electron system $E_x=-E_H$. For two electrons of opposite spin in one orbital, each channel cancels its own self-repulsion, $E_H/4$, so $E_x=-E_H/2$. The interaction between the two electrons remains, as it should.

Correlation is a separate matter. For one electron it must vanish, and mixing exchange does nothing to ensure that. Local spin-density (LSDA) correlation gives hydrogen $-0.0222$ hartree, or $-0.60$ eV. Compare the total self-interaction left in the two cases:
\begin{align}
\text{LDA exchange:}&\quad 0.0445-0.0222=+0.0223\ \text{hartree},\\
\text{local hybrid:}&\quad 0.0000-0.0222=-0.0222\ \text{hartree}.
\end{align}
The sign changes and the size stays nearly the same. The near equality is a coincidence of hydrogen: in a hydrogenic ion the exchange error grows in proportion to the nuclear charge, while LSDA correlation does not scale that way. With LSDA correlation the local hybrid gains nothing for the energy of this atom; it needs a correlation functional that vanishes for one electron.

\subsection{What the value zero achieves}

LDA exchange is by construction the exact exchange of the uniform gas, $-3k_F/(4\pi)$ per electron. At $k_F=1$ bohr$^{-1}$ this is $-0.23873$ hartree, and integration over the exchange hole gives the same number. If the two energy densities are equal, then
\begin{equation}
a\,e_x+(1-a)\,e_x=e_x
\end{equation}
for any $a$. The uniform gas would have the right exchange energy with any mixing function. The value $t=0$ is a design decision: in nearly uniform regions it leaves semilocal exchange together with the semilocal correlation that accompanies it. Whether this pairing improves energies is not decided by the properties of $t$.

\section{Four atoms}

The exchange energies below, in hartree, use Hartree--Fock orbitals in the def2-QZVP basis; for H these are the one-electron ground state. The functionals are evaluated on these orbitals without self-consistency. The last column is the density-weighted mean $\bar t$. A large uncontracted basis close to the Hartree--Fock limit changes the energies by at most $10^{-4}$ hartree.

\begin{center}
\begin{tabular}{lrrrrr}
 & LDA & exact & with $t$ & with $t^2$ & $\bar t$\\
H & $-0.2680$ & $-0.3125$ & $-0.3125$ & $-0.3125$ & 1.000\\
He & $-0.8841$ & $-1.0258$ & $-1.0258$ & $-1.0258$ & 1.000\\
Be & $-2.3124$ & $-2.6669$ & $-2.6354$ & $-2.6169$ & 0.881\\
Ne & $-11.0335$ & $-12.1084$ & $-11.8480$ & $-11.6545$ & 0.590
\end{tabular}
\end{center}

H and He have one orbital per occupied spin channel, so $t=1$ and the hybrid equals exact exchange. In Be and Ne it lies between the two ingredients. Subtracting the LDA energy from \eqref{eq:lh} leaves $\sum_\sigma\int t_\sigma(e_{x\sigma}^{\rm ex}-e_{x\sigma}^{\rm LDA})\,d^3r$, so an effective global fraction is
\begin{align}
a_{\rm eff}({\rm Be})&=\frac{-2.6354+2.3124}{-2.6669+2.3124}=\frac{0.3230}{0.3545}=0.91,\\
a_{\rm eff}({\rm Ne})&=\frac{-11.8480+11.0335}{-12.1084+11.0335}=\frac{0.8145}{1.0749}=0.76 .
\end{align}
Both exceed $\bar t$. Let $d=(e_{x\sigma}^{\rm LDA}-e_{x\sigma}^{\rm ex})/n_\sigma$, which need not have one sign locally but has a positive density-weighted mean $\bar d$. Then $a_{\rm eff}=\overline{td}/\bar d$, so $a_{\rm eff}-\bar t=(\overline{td}-\bar t\,\bar d)/\bar d$. The excess means that $t$ and $d$ are positively correlated: on average exact exchange lies further below LDA, per electron, where $t$ is larger. This holds for the average, not point by point: $d$ is negative for $r<0.15$ bohr in Be and for $r<0.59$ bohr in Ne, regions that include the neighbourhood of the nucleus, where $t$ is close to one.

The ratio along the radius shows the shells. The entries are for def2-QZVP; a basis close to the Hartree--Fock limit moves them by up to 0.002, most at the outer radii.

\begin{center}
\begin{tabular}{lrrrrrr}
$r$ (bohr) & 0.1 & 0.3 & 0.6 & 1.0 & 2.0 & 3.0\\
$t$ in Be & 1.000 & 0.996 & 0.933 & 0.327 & 0.943 & 1.000\\
$t$ in Ne & 0.923 & 0.247 & 0.334 & 0.681 & 0.849 & 0.908
\end{tabular}
\end{center}

In Be each spin channel holds $1s$ and $2s$, and \eqref{eq:identity} reduces to
\begin{equation}
1-t=\frac{(\varphi_1\varphi_2'-\varphi_2\varphi_1')^2}{2n\tau}.
\end{equation}
The ratio is near one in the core and in the outer region, where one orbital dominates both $n$ and $\tau$. Dominating $n$ alone is not enough: at 0.6 bohr, close to the $2s$ node, that orbital holds about $10^{-4}$ of the density, yet its gradient lowers $t$ to 0.933. Between the two regions, where both orbitals contribute with different logarithmic slopes, the ratio drops; its lowest value, about 0.07 near 1.3 bohr, falls between the tabulated radii. In Ne the outer values rise more slowly, as \eqref{eq:pshell} leads one to expect for an outer $p$ shell. That equation leaves out the $s$ orbitals, and it is not compared numerically with the Ne values here.

The column for $t^2$ settles the question of uniqueness. This function also lies between zero and one and has the same values in the two limits, and H and He cannot tell it from $t$. For Ne the two differ by $11.8480-11.6545=0.19$ hartree. The same freedom exists for any continuous $F(t)$ with values in $[0,1]$, $F(0)=0$ and $F(1)=1$. The three properties make $\tau_W/\tau$ an admissible mixing function and a simple one; what happens between the limits has to be judged by other criteria.

\section*{Computed results}
\begin{verbatim}
identity, largest relative error: 2.5e-09
2p(+1) at x=4 bohr: t = 0.5000, current removed = 1.0000
1s+2s, Z=4, r=0.01 bohr: 2s density share = 0.111, 1-t = 1.0e-05
tails kappa=1,2 /bohr, r=5 bohr: 1-t = 4.538e-05, law 4.540e-05
filled p shell, r=10 bohr: t = 0.9759, law 0.9759
two H atoms 6 bohr apart, midpoint: total t = 0.0000, spin-up t = 1.0000
uniform gas: kF = 1.0000 /bohr, tau = 0.010132 hartree/bohr^3, t = 1.2e-36
V = 0.02 hartree, q = 0.6 /bohr: s = 0.01745, t = 5.074e-04, 5s^2/3 = 5.076e-04
V = 0.04 hartree, q = 0.6 /bohr: s = 0.03491, t = 2.029e-03, 5s^2/3 = 2.031e-03
uniform gas, kF=1: exact e_x = -0.23873, LDA -0.23873 hartree per electron
exchange energies in hartree, def2-QZVP orbitals
atom  LDA  exact  hybrid(t)  hybrid(t^2)  mean t
H    -0.2680   -0.3125   -0.3125   -0.3125  1.0000
He   -0.8841   -1.0258   -1.0258   -1.0258  1.0000
Be   -2.3124   -2.6669   -2.6354   -2.6169  0.8808
Ne  -11.0335  -12.1084  -11.8480  -11.6545  0.5899
H: Hartree energy = 0.3125 hartree
H: Hartree + LDA exchange = 0.0445 hartree = 1.210 eV
H: Hartree + hybrid exchange = 0.0000 hartree (size)
H: LSDA correlation = -0.0222 hartree = -0.604 eV
r in bohr, t in Be, t in Ne
 0.1   0.9998   0.9230
 0.3   0.9960   0.2465
 0.6   0.9330   0.3339
 1.0   0.3265   0.6810
 2.0   0.9427   0.8495
 3.0   0.9999   0.9083
N2 (2.1 bohr, HF/def2-SVP) midpoint: t = 3.3e-28, tau/tau_uniform = 0.385
\end{verbatim}
